# Midgap conductance ratios of alternant hydrocarbons from integers: a program that tests the result

```python
"""Midgap transmission of alternant hydrocarbons in the Hueckel model.

Result under test: for contacts on sites a and b of opposite sets,
    T = 4 x / (1 + x)^2,   x = GammaL GammaR M_ab^2 / (4 t^2 d^2),
so weak-coupling conductance ratios are squared ratios of the integers M.
H = -t A, A = adjacency matrix, C = its block between the two sets,
M = cofactor matrix of C, d = det C, Gamma = contact broadening.
All energies are in units of the hopping t.  The transmission is computed
independently by matching waves in semi-infinite chain leads.
"""
import numpy as np
import sympy as sp
from scipy.constants import e, h


def ring_with_chords(size, chords=()):
    """Adjacency matrix of a perimeter ring plus cross bonds."""
    A = np.zeros((size, size), dtype=int)
    bonds = [(n, (n + 1) % size) for n in range(size)] + list(chords)
    for p, q in bonds:
        A[p, q] = A[q, p] = 1
    return A


def integer_table(A):
    """Cofactor matrix and determinant of the block C (even, odd sites)."""
    assert not A[::2, ::2].any() and not A[1::2, 1::2].any()
    C = sp.Matrix(A[::2, 1::2].tolist())
    M = np.array(C.cofactor_matrix().tolist(), dtype=int)
    return M, int(C.det())


def wave_transmission(A, p, q, gamma_left, gamma_right):
    """Midgap transmission from matching lead waves exp(+-ikn), k = pi/2."""
    n = len(A)
    lead_hop = 1.7
    v_left = np.sqrt(gamma_left * lead_hop / 2)
    v_right = np.sqrt(gamma_right * lead_hop / 2)
    phase = 1j
    # unknowns: molecular amplitudes, reflected and transmitted amplitudes
    S = np.zeros((n + 2, n + 2), dtype=complex)
    rhs = np.zeros(n + 2, dtype=complex)
    S[:n, :n] = -A
    S[p, n] = -v_left
    rhs[p] = v_left
    S[q, n + 1] = -v_right
    S[n, p] = -v_left
    S[n, n] = lead_hop / phase
    rhs[n] = -lead_hop * phase
    S[n + 1, q] = -v_right
    S[n + 1, n + 1] = lead_hop / phase
    amplitudes = np.linalg.solve(S, rhs)
    reflection, transmission = np.abs(amplitudes[n:])**2
    assert abs(reflection + transmission - 1) < 1e-10
    return transmission


def formula_transmission(M_ab, d, gamma_left, gamma_right):
    x = gamma_left * gamma_right * M_ab**2 / (4 * d**2)
    return 4 * x / (1 + x)**2


benzene = ring_with_chords(6)
naphthalene = ring_with_chords(10, [(4, 9)])
anthracene = ring_with_chords(14, [(4, 13), (6, 11)])
molecules = {"benzene": benzene, "naphthalene": naphthalene,
             "anthracene": anthracene}

# Integer formula against wave matching, for every pair of contact sites.
for name, A in molecules.items():
    M, d = integer_table(A)
    for p in range(len(A)):
        for q in range(len(A)):
            if p == q:
                continue
            T_wave = wave_transmission(A, p, q, 0.3, 0.8)
            if (p - q) % 2 == 0:
                assert T_wave < 1e-20
            else:
                a, b = (p, q) if p % 2 == 0 else (q, p)
                T_int = formula_transmission(M[a // 2, b // 2], d, 0.3, 0.8)
                assert abs(T_wave - T_int) < 1e-10
    print(f"{name}: det C = {d}, distinct |M| =",
          sorted(set(np.abs(M).ravel().tolist())))

# Midgap position: paired levels for naphthalene, not for azulene.
levels = np.linalg.eigvalsh(-naphthalene.astype(float))
assert np.allclose(levels, -levels[::-1], atol=1e-12)
azulene = ring_with_chords(10, [(0, 4)])
azulene_levels = np.linalg.eigvalsh(-azulene.astype(float))
azulene_midgap = (azulene_levels[4] + azulene_levels[5]) / 2
assert abs(azulene_midgap) > 0.01
print(f"naphthalene HOMO, LUMO = {levels[4]:.4f}, {levels[5]:.4f} t")
print(f"azulene midgap energy = {azulene_midgap:.4f} t")

# A ring of four sites has no inverse connectivity matrix.
d_four = integer_table(ring_with_chords(4))[1]
assert d_four == 0
print(f"cyclobutadiene: det C = {d_four}")

# Naphthalene table and the two chosen connectivities.
labels = ["1", "2", "3", "4", "4a", "5", "6", "7", "8", "8a"]
site = {label: n for n, label in enumerate(labels)}
M, d = integer_table(naphthalene)
print("naphthalene M, columns b =", " ".join(labels[1::2]))
for label, row in zip(labels[::2], M):
    print(f"  a = {label:2s}:", " ".join(f"{value:3d}" for value in row))
pair_14 = (site["1"], site["4"])
pair_26 = (site["2"], site["6"])
inverse = np.linalg.inv(naphthalene.astype(float))
print(f"inverse of A, element 1,4 = {inverse[pair_14]:.6f}")
print(f"inverse of A, element 2,6 = {inverse[pair_26]:.6f}")
M_14 = M[site["1"] // 2, site["4"] // 2]
M_26 = M[site["6"] // 2, site["2"] // 2]
integer_ratio = sp.Rational(int(M_14), int(M_26))**2
weak_ratio = (wave_transmission(naphthalene, *pair_14, 1e-3, 1e-3)
              / wave_transmission(naphthalene, *pair_26, 1e-3, 1e-3))
# The finite coupling 0.001 t itself shifts the ratio by about 1e-6.
assert abs(weak_ratio - 4) < 1e-5
assert integer_ratio == 4
print(f"squared integer ratio 1,4 to 2,6 = {integer_ratio}")
print(f"wave-matching ratio at Gamma = 0.001 t: {weak_ratio:.6f}")

# Worked example and the effect of stronger coupling.
quantum = 2 * e**2 / h
print(f"conductance quantum = {quantum * 1e6:.4f} microsiemens")
gamma = 0.1
print(f"example: both Gamma = {gamma} t")
for name, pair, M_ab in (("1,4", pair_14, M_14), ("2,6", pair_26, M_26)):
    x = gamma**2 * M_ab**2 / (4 * d**2)
    T = wave_transmission(naphthalene, *pair, gamma, gamma)
    print(f"  {name}: x = {x:.4e}, T = {T:.5e}, "
          f"G = {quantum * T * 1e6:.4f} microsiemens")
for gamma in (0.1, 0.5, 1.0):
    ratio = (wave_transmission(naphthalene, *pair_14, gamma, gamma)
             / wave_transmission(naphthalene, *pair_26, gamma, gamma))
    print(f"ratio at Gamma = {gamma} t: {ratio:.4f}")


# Energies away from midgap, in the weak-coupling limit.
def green(E):
    return np.linalg.inv(E * np.eye(10) + naphthalene)


def ratio_at(E):
    g = green(E)
    return (g[pair_14] / g[pair_26])**2


assert np.allclose(green(0.2)[::2, 1::2], green(-0.2)[::2, 1::2])
step = 1e-3
curvature = (green(step) + green(-step) - 2 * green(0)) / (2 * step**2)
cube = sp.Matrix(naphthalene.tolist()).inv()**3
for name, pair, expected in (("1,4", pair_14, sp.Rational(-44, 27)),
                             ("2,6", pair_26, sp.Rational(22, 27))):
    assert cube[pair] == expected
    # Finite differences carry an error of order step squared.
    assert abs(curvature[pair] - float(expected)) < 1e-4
    print(f"inverse cube of A, element {name} = {cube[pair]}")
growth = (ratio_at(0.1) - 4) / (ratio_at(0.05) - 4)
# A fourth-order law gives 16, up to corrections of relative order E^2.
assert abs(growth - 16) < 0.5
print(f"growth of (ratio - 4) from E = 0.05 t to 0.1 t: {growth:.3f}")
for E in (0.1, 0.2, 0.3):
    print(f"weak-coupling ratio at E = {E} t: {ratio_at(E):.5f}")

print("all good")
```

Printed output:

```
benzene: det C = 2, distinct |M| = [1]
naphthalene: det C = 3, distinct |M| = [1, 2]
anthracene: det C = 4, distinct |M| = [1, 2, 3, 4]
naphthalene HOMO, LUMO = -0.6180, 0.6180 t
azulene midgap energy = -0.0384 t
cyclobutadiene: det C = 0
naphthalene M, columns b = 2 4 5 7 8a
  a = 1 :   2  -2   1  -1   1
  a = 3 :   1   2  -1   1  -1
  a = 4a:  -1   1   1  -1   1
  a = 6 :   1  -1   2   1  -1
  a = 8 :  -1   1  -2   2   1
inverse of A, element 1,4 = -0.666667
inverse of A, element 2,6 = 0.333333
squared integer ratio 1,4 to 2,6 = 4
wave-matching ratio at Gamma = 0.001 t: 3.999999
conductance quantum = 77.4809 microsiemens
example: both Gamma = 0.1 t
  1,4: x = 1.1111e-03, T = 4.43458e-03, G = 0.3436 microsiemens
  2,6: x = 2.7778e-04, T = 1.11049e-03, G = 0.0860 microsiemens
ratio at Gamma = 0.1 t: 3.9933
ratio at Gamma = 0.5 t: 3.8395
ratio at Gamma = 1.0 t: 3.4225
inverse cube of A, element 1,4 = -44/27
inverse cube of A, element 2,6 = 22/27
growth of (ratio - 4) from E = 0.05 t to 0.1 t: 16.224
weak-coupling ratio at E = 0.1 t: 4.00054
weak-coupling ratio at E = 0.2 t: 4.00921
weak-coupling ratio at E = 0.3 t: 4.05186
all good
```
